# Donor 1s–2p Oscillator Strength and the Sum Rules

## Problem

A shallow donor binds one electron from an isotropic, parabolic conduction band with effective mass $m^*=m\,m_0$, where $m_0$ is the free-electron mass and $m=0.2$. The host has dielectric constant $\epsilon=11.7$. For light polarized along $z$, define the absorption oscillator strength from state $i$ to state $f$ with the free-electron mass,

$$
f_{if}=\frac{2m_0}{\hbar^2}\,(E_f-E_i)\,|\langle f|z|i\rangle|^2 .
$$

(a) Calculate the strength of the 1s–2p line, summed over the three 2p states.

(b) The strengths of one electron, summed over all final states, add to one. Decide whether the result of (a) is compatible with this rule, and find an upper bound on the strength of any line from the donor's ground state.

(c) The chosen $m$ and $\epsilon$ lie in the regime of antimony donors in silicon. Estimate how far the isotropic result can be trusted there.

## Solution

### (a) The line strength

In Rydberg atomic units, $\hbar=1$, $m_0=1/2$ and $e^2=2$. Energies are in rydbergs, lengths in bohr, and $2m_0/\hbar^2=1$. The envelope Hamiltonian, with energy measured from the conduction-band edge, is

$$
H=-\frac1m\nabla^2-\frac{2}{\epsilon r}.
$$

Set $\mathbf r=a^*\mathbf s$. The kinetic term acquires the factor $1/(ma^{*2})$ and the potential the factor $1/(\epsilon a^*)$. These are equal if $a^*=\epsilon/m$, and then

$$
H=\mathrm{Ry}^*\left(-\nabla_s^2-\frac2s\right),\qquad \mathrm{Ry}^*=\frac{m}{\epsilon^2}.
$$

The radial functions needed are

$$
R_{1s}=2e^{-s},\qquad R_{2p}=\frac{s\,e^{-s/2}}{2\sqrt6}.
$$

Their energies follow by substitution. For 1s, $u=sR_{1s}=2se^{-s}$ has $u''=u-4e^{-s}$, so

$$
-u''-\frac{2u}{s}=-u+4e^{-s}-4e^{-s}=-u .
$$

For 2p, $u=sR_{2p}$ is proportional to $s^2e^{-s/2}$, and the radial equation contains the centrifugal term $2u/s^2$:

$$
-u''+\frac{2u}{s^2}-\frac{2u}{s}\ \propto\ \left[-2+2s-\frac{s^2}{4}+2-2s\right]e^{-s/2}=-\frac14\,s^2e^{-s/2}.
$$

The energies are therefore $-\mathrm{Ry}^*$ and $-\mathrm{Ry}^*/4$, and

$$
\Delta E=\frac34\,\frac{m}{\epsilon^2}.
$$

Of the three 2p states, $z$ couples 1s to $2p_z$ alone; the other two integrals vanish by reflection. The radial integral is

$$
\int_0^\infty R_{2p}\,s\,R_{1s}\,s^2ds
=\frac1{\sqrt6}\int_0^\infty s^4e^{-3s/2}ds
=\frac{24}{\sqrt6}\left(\frac23\right)^5
=\frac{256}{81\sqrt6}.
$$

The angular functions are $1/\sqrt{4\pi}$ and $\sqrt{3/4\pi}\cos\theta$. With $z=a^*s\cos\theta$ they contribute

$$
\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac{\sqrt3}{4\pi}\cdot\frac{4\pi}{3}=\frac1{\sqrt3}.
$$

Hence

$$
|\langle2p_z|z|1s\rangle|^2=\left(\frac{256}{81\sqrt{18}}\right)^2a^{*2}=\frac{2^{15}}{3^{10}}\,\frac{\epsilon^2}{m^2}.
$$

In the product with $\Delta E$ the dielectric constant cancels and one power of $1/m$ survives:

$$
f_{1s,2p}=\frac34\,\frac{m}{\epsilon^2}\cdot\frac{2^{15}}{3^{10}}\,\frac{\epsilon^2}{m^2}
=\frac{2^{13}}{3^9}\,\frac1m=\frac{0.4162}{m}.
$$

Screening enlarges the orbit and lowers the transition energy in compensating measure. A light mass also enlarges the orbit, but the squared dipole grows as $1/m^2$ while the energy falls only as $m$.

The use of the envelope dipole deserves a reason. The full wave function is the envelope times the band-edge Bloch function. Averaging over a unit cell, where the envelopes hardly vary, gives the envelope dipole plus a constant times the overlap of the two envelopes. That overlap is zero, so the envelope dipole is correct to leading order in the ratio of cell size to orbit size.

For the given parameters, $a^*=3.096$ nm and $\mathrm{Ry}^*=19.88$ meV. Therefore

$$
\Delta E=14.91\ \text{meV},\qquad
|\langle2p_z|z|1s\rangle|=\sqrt{0.55493}\times3.096\ \text{nm}=2.306\ \text{nm}.
$$

With $\hbar^2/2m_0=38.10$ meV nm$^2$,

$$
f_{1s,2p}=\frac{14.91\times(2.306)^2}{38.10}=2.08 .
$$

### (b) Two sums, over different sets of states

**Within the conduction band.** Let the final states run over all eigenstates of the envelope Hamiltonian, bound and free. Completeness gives

$$
\sum_f(E_f-E_i)|z_{fi}|^2=\langle i|z(H-E_i)z|i\rangle=\frac12\langle i|[z,[H,z]]|i\rangle .
$$

The last equality follows from $[z,[H,z]]=2zHz-z^2H-Hz^2$ and $H|i\rangle=E_i|i\rangle$. The potential commutes with $z$, so only the kinetic term contributes:

$$
[H,z]=-\frac2m\,\partial_z,\qquad [z,[H,z]]=\frac2m .
$$

The intraband sum is thus

$$
\sum_{f\,\in\,\text{conduction band}}f_{if}=\frac1m=5 .
$$

From the ground state every term is non-negative, because every $E_f\ge E_i$. Within this model no line from 1s can exceed 5. The 1s–2p line takes 42% of the sum, the same share as in hydrogen, and the remaining 2.92 goes to higher p states and the continuum. If the strength is instead defined with $m^*$, every term is multiplied by $m$: the line becomes 0.416 and the sum becomes 1. A line and a sum must be defined with the same mass before they are compared. The rule in the problem uses the free mass, as the line does, and its sum of one involves the other bands as well.

For $m=1$ the free-atom values return. The line exceeds one as soon as $m<0.416$.

**Over all bands.** The electron actually moves in the crystal potential with its free mass. For $H_{\rm full}=p^2+V(\mathbf r)$, with $V$ local, the same commutator gives

$$
\sum_{\text{all }f}f_{if}=1 .
$$

This is the rule quoted in the problem. Its final states include the valence band, which lies below the donor level. For those states $E_f-E_i<0$ and the strength is negative. A sum with terms of both signs sets no upper limit of one on a single term.

The net strength to all other bands can be calculated. At the band edge $E_c$, let $p_n$ be the matrix element of $p_z$ to band $n$ at the same wave vector. From $[H_{\rm full},z]=-2ip_z$,

$$
|z_{nc}|^2=\frac{4|p_n|^2}{(E_n-E_c)^2},\qquad
f_n=\frac{4|p_n|^2}{E_n-E_c}.
$$

A donor state whose envelope varies slowly has nearly this total strength to band $n$, since its wave vectors lie close to the edge and its envelope is normalized.

The same quantities fix the mass. A small displacement $q$ from the edge along $z$ adds $2qp_z+q^2$ to the Hamiltonian of the periodic part. The term linear in $q$ has no expectation value at a band extremum, and for a nondegenerate edge second-order perturbation theory gives

$$
E(q)=E_c+q^2+\sum_{n\ne c}\frac{4q^2|p_n|^2}{E_c-E_n}.
$$

Since $E(q)=E_c+q^2/m$ defines the mass,

$$
\frac1m=1-\sum_{n\ne c}f_n,\qquad
\sum_{n\ne c}f_n=1-\frac1m=-4 .
$$

The two sum rules agree: $5-4=1$. The coupling to lower bands that makes the electron light also supplies the negative strengths.

**The filled valence band.** In the crystal the valence states are occupied, so the donor electron cannot drop into them. To see what becomes of the $-4$, treat the electrons as independent and count one spin direction. The absorption of $N$ electrons is

$$
A_N=\sum_{i\,\text{occ}}\ \sum_{f\,\text{empty}}f_{if}=\sum_{i\,\text{occ}}\ \sum_{\text{all }f}f_{if}=N .
$$

Extending the sum over $f$ to occupied states changes nothing, because $f_{if}=-f_{fi}$ and the pairs cancel. Now put an electron into the donor state $d$, keeping the potential fixed. It gains its own upward transitions, while valence electrons of the same spin lose their transitions into $d$:

$$
A_{N+1}-A_N=\sum_{f\,\text{empty}}f_{df}-\sum_{i\,\text{occ}}f_{id}
=\sum_{f\,\text{empty}}f_{df}+\sum_{i\,\text{occ}}f_{di}=1 .
$$

The negative strengths appear as interband absorption that has been closed. If transitions to higher bands carry little strength, as in the crystal below, the donor electron adds about 5 to the absorption, nearly all of it within the conduction band, and removes about 4 at photon energies close to the direct gap at the band edge. Otherwise both numbers grow by the strength to the higher bands, and their difference remains 1. An infrared spectrum confined to the donor lines and their continuum records the first part and misses the second.

**A crystal in which every term can be computed.** Take one dimension, a cosine potential of period 0.423 nm, and the lower edge of its second band. Adjusting the amplitude so that the edge mass is 0.2 gives a gap of 2.13 eV. Add the donor potential $-2/(\epsilon\sqrt{x^2+a^{*2}})$, and diagonalize the full Hamiltonian on a grid of 1001 sinc functions spaced by one bohr. The lowest donor state then has these strengths:

| Final states | Sum of strengths |
|---|---:|
| Conduction band | 4.961 |
| Valence band | −3.972 |
| Higher bands | 0.011 |
| All | 1.000 |

The intraband sum lies 0.8% below 5. The donor electron gains an absorption of 4.972, and the valence electrons lose 3.972.

The first donor line alone has strength 4.37, against 4.38 from the envelope equation with mass 0.2 on the same grid. This grid spans only 17 effective radii; a much wider one lowers the crystal value to 4.33 and the envelope value to 4.34. A single line can therefore lie far above one while the complete sum equals one. This line is stronger than that of part (a) because the potential and the dimension differ; the mass is the same.

### (c) Antimony in silicon

The isotropic model is a poor guide to the strength of this real donor, mainly for two reasons.

**Anisotropic mass.** Silicon has six conduction valleys, each with rough masses $m_t=0.19$ across its axis and $m_l=0.92$ along it. The commutator now gives a sum of $1/m_l=1.09$ for light along the valley axis and $1/m_t=5.26$ for light across it. The 2p level splits into $2p_0$, reached by light along the axis, and $2p_\pm$, reached by light across it. Diagonalizing the anisotropic Hamiltonian with $\epsilon=11.7$, in a basis of Laguerre functions times Legendre functions, gives a 1s binding energy of 29.7 meV and

| Line | Energy (meV) | Strength in one valley |
|---|---:|---:|
| $2p_0$ | 18.7 | 0.67 |
| $2p_\pm$ | 23.6 | 1.66 |

Let the ground state share its weight equally among the valleys, and neglect dipoles between different valleys. For any cubic polarization axis, two valleys of the six lie along the field and four across it. The observable strengths are then

$$
\frac{0.669}{3}=0.22,\qquad \frac{2\times1.658}{3}=1.11 .
$$

Together they make 1.33, which is 36% below the isotropic 2.08. The corresponding intraband sum is $(1/m_l+2/m_t)/3=3.87$. The $2p_\pm$ line still exceeds one in this model.

**Central cell.** The ground state of antimony in silicon is bound by roughly 43 meV, or 1.45 times the anisotropic envelope value. A small part of the excess reflects the choice of $\epsilon$: with $\epsilon=11.4$, often used for silicon at low temperature, the envelope value rises to 31.2 meV. Most of it comes from the potential close to the donor ion, which the screened Coulomb form misses. To size the effect of this potential, add a Gaussian well $-V_0e^{-(r/b)^2}$ with $b=0.265$ nm (5 bohr) to the isotropic donor, and choose $V_0$ so that its 1s state deepens by the factor 1.45. Solving the radial equation on a grid requires $V_0=3.56$ eV and gives

$$
f_{1s,2p}=1.05 .
$$

This is half the value without the well. The more compact 1s state has a smaller dipole to 2p, and the larger transition energy does not make up for it. The well is local and commutes with $z$, so the intraband sum stays at 5; strength has moved from the bound p states to the continuum. The envelope equation is not reliable over a distance as short as $b$. In silicon the short-range potential also couples the six valleys: it splits 1s into the deep ground level and two further levels near 33 and 30 meV, close to the envelope value. A well in a single valley omits this coupling, so the factor of one half is an estimate of size.

If the two reductions simply multiplied, which has not been calculated, the combined 2p strength would be about 0.7. The value 2.08 thus belongs to a hydrogenic donor in an isotropic valley and should not be assigned to antimony in silicon.

**Temperature and concentration.** The line also requires an occupied 1s state. For $N_D=10^{15}$ cm$^{-3}$ without compensation, let $x$ be the ionized fraction. Nondegenerate statistics with a twofold spin-degenerate donor level, excited levels neglected, give

$$
\frac{x^2}{1-x}=\frac{N_c}{2N_D}\,e^{-\mathrm{Ry}^*/k_BT},\qquad
N_c=2\left(\frac{m^*k_BT}{2\pi\hbar^2}\right)^{3/2}.
$$

For the isotropic example $x\approx3\times10^{-5}$ at 10 K and $x\approx0.89$ at 77 K, so the line is strong at 10 K and largely bleached at 77 K. Excited levels lower the ionized fraction at 77 K, to about 0.76 if those up to $n=4$ are counted, but they also take electrons from 1s, so the line is weaker still. The deeper level of real antimony helps only in part, because six valleys make $N_c$ about 12 times larger: the same formula with a 43 meV level gives $x\approx0.78$ at 77 K, and near 100 K the advantage is gone. The mean donor spacing $N_D^{-1/3}$ is 100 nm, or 32 effective radii, which supports the treatment of donors in the 1s and 2p states as isolated. The $n=4$ orbits, with mean radii of up to 24 effective radii, reach neighbouring donors, so the fraction 0.76 is only a rough figure.
